**Secondary Coulomb hole of the helium atom**

The program compares the distribution D(u) of the electron distance u in a converged correlated ground state of helium with that of the Hartree-Fock state. Their difference, Delta(u), is negative below 1.07 bohr, positive up to 3.58 bohr, and negative again beyond. The program asserts that there are two sign changes between 0.1 and 9 bohr, that the three areas sum to zero, and that the secondary minimum is stable when the basis is enlarged. It also asserts virial relations, normalization, the electron cusp, and agreement of the Hartree-Fock repulsion computed by two routes. At 7 bohr, a picture in which the distant electron leaves a He⁺ ion behind is required to match the correlated result within 15%; the output shows a ratio of 1.094. The correlated D(u) is also below that of an uncorrelated pair with the same one-electron density at this distance. The asymptotic powers of u are checked numerically, and the matched tails place a final sign reversal near 280 bohr, where D(u) is negligible.

## Program and output

```python
"""Coulomb hole of the helium atom: is there a secondary hole at large r12?

Result under test: Delta(u) = D_exact(u) - D_HF(u) has signs -, +, - as the
electron distance u = r12 grows through the range with visible probability.
D(u) is the normalized density of u, and h(u) = D(u)/(4 pi u^2).
Rydberg units: H = -lap1 - lap2 - 4/r1 - 4/r2 + 2/u, lengths in bohr.
n(r) is the exact one-electron density normalized to one.
kappa is the decay constant: kappa^2 = ionization energy in Ry.
Perimetric coordinates: x = r2+u-r1, y = r1+u-r2, z = r1+r2-u.
"""
import numpy as np
from numpy.polynomial.laguerre import laggauss
from numpy.polynomial.legendre import leggauss
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_genlaguerre, eval_laguerre

PI = np.pi
K = 1.8  # common exponent of the basis functions, 1/bohr


def values(order, q):
    return np.array([eval_laguerre(a, q) for a in range(order + 1)])


def slopes(order, q):
    """Derivative of L_a(q) exp(-q/2), with the exponential removed."""
    rows = []
    for a in range(order + 1):
        d = -eval_genlaguerre(a - 1, 1, q) if a > 0 else np.zeros_like(q)
        rows.append(d - 0.5 * eval_laguerre(a, q))
    return np.array(rows)


def solve_correlated(order):
    """Variational ground state with all r12 terms up to a total degree."""
    q, w = laggauss(order + 4)
    i, j, m = [g.ravel() for g in np.indices((len(q),) * 3)]
    x, y, z = q[i] / K, q[j] / K, q[m] / (2 * K)
    r1, r2, u = (y + z) / 2, (x + z) / 2, (x + y) / 2
    weight = w[i] * w[j] * w[m] * PI**2 / K**3
    V, S = values(order, q), slopes(order, q)
    labels = np.array([(a, b, c) for a in range(order + 1)
                       for b in range(a, order + 1)
                       for c in range(order + 1) if a + b + c <= order])
    a, b, c = labels.T

    def product(A, B, C):
        both = A[a][:, i] * B[b][:, j] + A[b][:, i] * B[a][:, j]
        return both * C[c][:, m]

    f = product(V, V, V)
    fx, fy = K * product(S, V, V), K * product(V, S, V)
    fz = 2 * K * product(V, V, S)
    f1, f2, fu = -fx + fy + fz, fx - fy + fz, fx + fy - fz
    vol = weight * r1 * r2 * u
    overlap = (f * vol) @ f.T
    kinetic = (f1 * vol) @ f1.T + (f2 * vol) @ f2.T + 2 * (fu * vol) @ fu.T
    cross = (f1 * (weight * r2 * (r1**2 + u**2 - r2**2) / 2)) @ fu.T
    cross += (f2 * (weight * r1 * (r2**2 + u**2 - r1**2) / 2)) @ fu.T
    kinetic += cross + cross.T
    potential = (f * (weight * (-4*r2*u - 4*r1*u + 2*r1*r2))) @ f.T
    energy, vec = eigh(kinetic + potential, overlap, subset_by_index=[0, 0])
    vec = vec[:, 0]
    coef = np.zeros((order + 1,) * 3)
    for (p, s, t), v in zip(labels, vec):
        coef[p, s, t] += v
        coef[s, p, t] += v
    return energy[0], vec @ kinetic @ vec, coef


def psi(x, y, z, coef):
    order = coef.shape[0] - 1
    X, Y, Z = K * x, K * y, 2 * K * z
    part = coef.reshape(-1, order + 1) @ values(order, Z)
    part = part.reshape(order + 1, order + 1, -1)
    total = np.einsum('abn,an,bn->n', part, values(order, X),
                      values(order, Y))
    return total * np.exp(-(X + Y + Z) / 2)


LAG24, LAGW24 = laggauss(24)
LEG24, LEGW24 = leggauss(24)
LEG40, LEGW40 = leggauss(40)
LAG40, LAGW40 = laggauss(40)


def h_exact(u, coef):
    t, z = [g.ravel() for g in np.meshgrid(u * LEG24, LAG24 / (2 * K))]
    wt, wz = [g.ravel() for g in np.meshgrid(
        u * LEGW24, LAGW24 * np.exp(LAG24) / (2 * K))]
    r1, r2 = (u + z + t) / 2, (u + z - t) / 2
    return PI / u * np.sum(wt*wz*r1*r2 * psi(u - t, u + t, z, coef)**2)


def one_density(r, coef):
    tau, x = [g.ravel() for g in np.meshgrid(LEG40, LAG24 / K)]
    wt, wx = [g.ravel() for g in np.meshgrid(
        LEGW40, LAGW24 * np.exp(LAG24) / K)]
    y, z = r * (1 + tau), r * (1 - tau)
    return PI * np.sum(wt*wx*(x + z)/2*(x + y)/2 * psi(x, y, z, coef)**2)


N_HF = 24


def hf_basis(q):
    """Orthonormal radial functions without their factor exp(-q/2)."""
    return np.array([np.sqrt((2*K)**3 / ((a + 1) * (a + 2)))
                     * eval_genlaguerre(a, 2, q) for a in range(N_HF)])


def solve_hf():
    q, w = laggauss(80)
    r = q / (2 * K)
    B = hf_basis(q)
    slope = []
    for a in range(N_HF):
        d = -eval_genlaguerre(a - 1, 3, q) if a > 0 else np.zeros_like(q)
        norm = np.sqrt((2*K)**3 / ((a + 1) * (a + 2)))
        slope.append(2*K*norm*d - K * B[a])
    slope = np.array(slope)
    vol = w * r**2 / (2 * K)
    kinetic = (slope * vol) @ slope.T
    core = kinetic + (B * (vol * (-4 / r))) @ B.T
    outer = q[:, None] + LAG40[None, :]
    B_outer = hf_basis(outer)
    lever = outer / (2*K) * LAG40 / (2*K) * LAGW40 / (2*K)
    c = np.eye(N_HF)[0]
    for _ in range(80):
        R2 = np.einsum('a,aij->ij', c, B_outer)**2
        v = (1 - np.exp(-q) * np.sum(lever * R2, axis=1)) / r
        repulsion = (B * (vol * v)) @ B.T
        eps, vecs = np.linalg.eigh(core + 2 * repulsion)
        change = 1 - abs(c @ vecs[:, 0])
        c = vecs[:, 0]
    assert change < 1e-12
    mean_v = c @ repulsion @ c
    return 2*eps[0] - 2*mean_v, eps[0], mean_v, 2 * c @ kinetic @ c, c


def coulomb_tail(r, kappa):
    """Decaying s solution in -2/r, without exp(-kappa r), large r series."""
    x, a = 2 * kappa * r, 1 - 1 / kappa
    term = np.ones_like(x)
    total = term.copy()
    for j in range(8):
        term = -term * (a + j) * (a - 1 + j) / ((j + 1) * x)
        total = total + term
    return x**(-a) * total


def scaled_density(grid, dens, kappa):
    """Return density * exp(2 kappa r), continued by the Coulomb tail."""
    spline = CubicSpline(grid, np.log(dens) + 2 * kappa * grid)
    end = grid[-1]
    amp = np.exp(spline(end)) / coulomb_tail(np.array(end), kappa)**2

    def function(r):
        inner = np.exp(spline(np.minimum(r, end)))
        outer = amp * coulomb_tail(np.maximum(r, end), kappa)**2
        return np.where(r < end, inner, outer)
    return function, amp


def product_h_scaled(u, F1, F2, kappa):
    """exp(2 kappa u) h(u) for a product of two one-electron densities."""
    edges = [d for d in (0, 2, 6, 20, 60, 200, 600) if d < u] + [u]
    d = np.concatenate([(b + a)/2 + (b - a)/2*LEG24
                        for a, b in zip(edges[:-1], edges[1:])])
    wd = np.concatenate([(b - a)/2*LEGW24
                         for a, b in zip(edges[:-1], edges[1:])])
    z = LAG40[:, None] / (2 * kappa)
    near, far = (z + d) / 2, u + (z - d) / 2
    f = near * far * (F1(near) * F2(far) + F1(far) * F2(near))
    return PI / u * (LAGW40 / (2 * kappa)) @ f @ wd


def integrate(function, edges):
    total = 0.0
    for a, b in zip(edges[:-1], edges[1:]):
        pts = (a + b) / 2 + (b - a) / 2 * LEG24
        total += (b - a)/2 * np.dot(LEGW24, [function(p) for p in pts])
    return total


# Energies and wave functions
E_small, _, coef_small = solve_correlated(10)
E, T, coef = solve_correlated(13)
E_hf, eps, mean_v, T_hf, c_hf = solve_hf()
assert -1e-10 < E_small - E < 1e-6
assert abs(T + E) < 1e-5 and abs(T_hf + E_hf) < 1e-6
assert E < E_hf
ion_energy = -4 - E
kE, kH = np.sqrt(ion_energy), np.sqrt(-eps)

# One-electron densities, each normalized to one, and their tails
grid_h = np.linspace(0, 8, 801)
phi2 = (c_hf @ hf_basis(2*K*grid_h))**2 * np.exp(-2*K*grid_h) / (4*PI)
F_hf, amp_h = scaled_density(grid_h, phi2, kH)
grid_e = np.linspace(0, 7, 141)
n_ex = np.array([one_density(r, coef) for r in grid_e])
F_ex, amp_e = scaled_density(grid_e, n_ex, kE)
tail_h = amp_h*coulomb_tail(np.array(6.0), kH)**2 / F_hf(np.array(6.0))
tail_e = amp_e*coulomb_tail(np.array(5.0), kE)**2 / F_ex(np.array(5.0))
assert abs(tail_h - 1) < 1e-3
assert abs(tail_e - 1) < 0.05  # finite basis and ion polarization


def h_hf(u):
    return np.exp(-2*kH*u) * product_h_scaled(u, F_hf, F_hf, kH) 


# The two orderings are summed above, covering both halves of the t range.
def D_ex(u):
    return 4*PI*u**2 * h_exact(u, coef)


def D_hf(u):
    return 4*PI*u**2 * h_hf(u)


def hole(u):
    return D_ex(u) - D_hf(u)


# Normalization, repulsion by two routes, and cusps
panels = [0, 1, 2, 3, 5, 8, 12, 18]
norm_ex, norm_hf = integrate(D_ex, panels), integrate(D_hf, panels)
assert abs(norm_ex - 1) < 1e-6 and abs(norm_hf - 1) < 1e-6
assert abs(integrate(lambda u: D_hf(u)/u, panels) - mean_v) < 1e-6


def cusp(h):
    step = 0.02
    h0, h1, h2 = h(1e-5), h(step), h(2*step)
    return (-3*h0 + 4*h1 - h2) / (2*step*h0)


cusp_ex, cusp_hf = cusp(lambda u: h_exact(u, coef)), cusp(h_hf)
assert abs(cusp_ex - 1) < 0.03 and abs(cusp_hf) < 0.02

# Sign pattern of the Coulomb hole
scan = np.arange(0.1, 9.01, 0.1)
delta = np.array([hole(u) for u in scan])
flips = np.where(delta[:-1] * delta[1:] < 0)[0]
assert delta[0] < 0 and len(flips) == 2 and delta[-1] < 0
ua, ub = [brentq(hole, scan[i], scan[i + 1]) for i in flips]
options = {'xatol': 1e-5}
m1 = minimize_scalar(hole, bounds=(0.05, ua), method='bounded',
                     options=options).x
top = minimize_scalar(lambda u: -hole(u), bounds=(ua, ub),
                      method='bounded', options=options).x
m2 = minimize_scalar(hole, bounds=(ub, 9), method='bounded',
                     options=options).x
areas = [integrate(hole, [0, ua]), integrate(hole, [ua, (ua+ub)/2, ub]),
         integrate(hole, [ub, ub + 2, ub + 5, 18])]
assert abs(sum(areas)) < 2e-6
assert areas[0] < 0 < areas[1] and areas[2] < 0
basis_shift = 4*PI*m2**2 * (h_exact(m2, coef_small) - h_exact(m2, coef))
assert abs(basis_shift) < 0.1 * abs(hole(m2))
moments = [[integrate(lambda u: u**p * D(u), panels) for D in (D_ex, D_hf)]
           for p in (1, 2)]
assert moments[0][0] > moments[0][1] and moments[1][0] > moments[1][1]


# Where the inner electron sits when the pair is far apart
def inner_ratio(r, u):
    other = u + r * LEG40
    exact = psi(other + u - r, r + u - other, r + other - u, coef)**2
    hf = (F_hf(np.array(r)) * np.exp(-2*kH*r)
          * F_hf(other) * np.exp(-2*kH*other))
    return np.dot(LEGW40*other, exact) / np.dot(LEGW40*other, hf)


inner_r = [0.2, 0.5, 1.0, 1.5, 2.0]
ratios = [inner_ratio(r, 5.0) for r in inner_r]
assert ratios[0] > 1 and ratios[-1] < 1


def F_ion(r):
    return 8 / PI * np.exp(-(4 - 2*kE) * r)


def h_ion_scaled(u):
    return 2 * product_h_scaled(u, F_ion, F_ex, kE)


far_rows = []
for u in (5.0, 7.0):
    he = h_exact(u, coef)
    ion = h_ion_scaled(u) * np.exp(-2*kE*u)
    same = product_h_scaled(u, F_ex, F_ex, kE) * np.exp(-2*kE*u)
    far_rows.append((u, he/h_hf(u), he/ion, he/same))
assert abs(far_rows[1][2] - 1) < 0.15  # ion polarization is left out
assert far_rows[1][1] < 1 and far_rows[1][3] < 1


# Final asymptotic reversal and the powers of u that control it
def log_ratio(u):
    return (np.log(h_ion_scaled(u) / product_h_scaled(u, F_hf, F_hf, kH))
            - 2 * (kE - kH) * u)


assert log_ratio(50.0) < 0 < log_ratio(2000.0)
u_final = brentq(log_ratio, 50, 2000)
power_ex = np.log2(h_ion_scaled(2000.0) / h_ion_scaled(1000.0))
power_hf = np.log2(product_h_scaled(2000.0, F_hf, F_hf, kH)
                   / product_h_scaled(1000.0, F_hf, F_hf, kH))
law_ex, law_hf = 2 * (1/kE - 1), 2 + 4 * (1/kH - 1)
assert abs(power_ex - law_ex) < 0.05 and abs(power_hf - law_hf) < 0.05
log10_D = (np.log(4*PI*u_final**2 * h_ion_scaled(u_final))
           - 2*kE*u_final) / np.log(10)

pm = physical_constants['Bohr radius'][0] * 1e12
print(f"Energy, correlated, degree 10: {E_small:.8f} Ry")
print(f"Energy, correlated, degree 13: {E:.8f} Ry")
print(f"Energy, Hartree-Fock: {E_hf:.8f} Ry")
print(f"Correlation energy: {E - E_hf:.6f} Ry")
print(f"Ionization energy, correlated: {ion_energy:.6f} Ry")
print(f"Minus HF orbital energy: {-eps:.6f} Ry")
print(f"kappa exact, HF: {kE:.5f}, {kH:.5f} 1/bohr")
print(f"h'(0)/h(0) exact, HF: {cusp_ex:.4f}, {cusp_hf:.4f} 1/bohr")
print(f"Norm of D exact, HF: {norm_ex:.8f}, {norm_hf:.8f}")
print(f"First zero of Delta: {ua:.4f} bohr = {ua*pm:.1f} pm")
print(f"Second zero of Delta: {ub:.3f} bohr = {ub*pm:.1f} pm")
for name, u in (("Primary minimum", m1), ("Maximum", top),
                ("Secondary minimum", m2)):
    print(f"{name}: u = {u:.3f} bohr, Delta = {hole(u):.4e} 1/bohr")
print(f"D exact, HF at secondary minimum: {D_ex(m2):.4e}, "
      f"{D_hf(m2):.4e} 1/bohr")
print(f"Basis change 10 to 13 there: {-basis_shift:.1e} 1/bohr")
for name, area in zip(("primary hole", "positive region",
                       "secondary hole"), areas):
    print(f"Probability moved, {name}: {area:.4e}")
print(f"Sum of the three: {sum(areas):.1e}")
print(f"Mean u exact, HF: {moments[0][0]:.5f}, {moments[0][1]:.5f} bohr")
print(f"Mean u^2 exact, HF: {moments[1][0]:.5f}, "
      f"{moments[1][1]:.5f} bohr^2")
for r, ratio in zip(inner_r, ratios):
    print(f"u = 5 bohr, inner r = {r:.1f} bohr: exact/HF = {ratio:.3f}")
for u, a, b, c in far_rows:
    print(f"u = {u:.0f} bohr: D exact/HF = {a:.3f}, exact/ion picture = "
          f"{b:.3f}, exact/equal-density product = {c:.3f}")
print(f"Power of u, exact tail: {power_ex:.3f} (law {law_ex:.3f})")
print(f"Power of u, HF tail: {power_hf:.3f} (law {law_hf:.3f})")
print(f"Estimated final reversal: u = {u_final:.0f} bohr")
print(f"log10 of D (in 1/bohr) there: {log10_D:.0f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Energy, correlated, degree 10: -5.80744841 Ry
Energy, correlated, degree 13: -5.80744869 Ry
Energy, Hartree-Fock: -5.72335999 Ry
Correlation energy: -0.084089 Ry
Ionization energy, correlated: 1.807449 Ry
Minus HF orbital energy: 1.835911 Ry
kappa exact, HF: 1.34441, 1.35496 1/bohr
h'(0)/h(0) exact, HF: 0.9932, -0.0004 1/bohr
Norm of D exact, HF: 1.00000000, 1.00000000
First zero of Delta: 1.0747 bohr = 56.9 pm
Second zero of Delta: 3.582 bohr = 189.5 pm
Primary minimum: u = 0.526 bohr, Delta = -7.5923e-02 1/bohr
Maximum: u = 1.632 bohr, Delta = 4.1778e-02 1/bohr
Secondary minimum: u = 4.086 bohr, Delta = -4.7720e-04 1/bohr
D exact, HF at secondary minimum: 6.3980e-03, 6.8752e-03 1/bohr
Basis change 10 to 13 there: 1.7e-06 1/bohr
Probability moved, primary hole: -4.6206e-02
Probability moved, positive region: 4.6819e-02
Probability moved, secondary hole: -6.1220e-04
Sum of the three: -2.4e-11
Mean u exact, HF: 1.42207, 1.36212 bohr
Mean u^2 exact, HF: 2.51644, 2.36966 bohr^2
u = 5 bohr, inner r = 0.2 bohr: exact/HF = 1.508
u = 5 bohr, inner r = 0.5 bohr: exact/HF = 1.380
u = 5 bohr, inner r = 1.0 bohr: exact/HF = 1.057
u = 5 bohr, inner r = 1.5 bohr: exact/HF = 0.766
u = 5 bohr, inner r = 2.0 bohr: exact/HF = 0.579
u = 5 bohr: D exact/HF = 0.803, exact/ion picture = 1.066, exact/equal-density product = 0.754
u = 7 bohr: D exact/HF = 0.574, exact/ion picture = 1.094, exact/equal-density product = 0.515
Power of u, exact tail: -0.512 (law -0.512)
Power of u, HF tail: 0.951 (law 0.952)
Estimated final reversal: u = 283 bohr
log10 of D (in 1/bohr) there: -325
ALL CHECKS PASSED
```
